\section*{Linear response of a kinetic-energy-density functional in the PAW method}

\section*{Setting}

Hartree atomic units are used. A closed-shell system has occupations $0\le f_n\le 2$, with any $k$-point weight included in the sum over $n$, and the exchange--correlation energy density depends on
\begin{equation}
n,\qquad \mathbf g=\nabla n,\qquad \tau=\tfrac12\sum_n f_n|\nabla\psi_n|^2 ,\qquad \sigma=\mathbf g\cdot\mathbf g .
\end{equation}
In the projector augmented-wave (PAW) method a smooth orbital $\tilde\psi_n$ is expanded in plane waves. Near an atom its coefficients are $c_{in}=\langle p_i|\tilde\psi_n\rangle$. Real partial waves $\phi_i$ and their smooth partners $\tilde\phi_i$ join in value and slope at the sphere radius, and the projectors obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The PAW functional is
\begin{equation}
E_{xc}=E[\tilde n,\tilde\tau]+\sum_a\left(E[n^1_a,\tau^1_a]-E[\tilde n^1_a,\tilde\tau^1_a]\right),\qquad
E[n,\tau]=\int e(n,\sigma,\tau)\,d^3r, \label{pawE}
\end{equation}
the one-centre integrals being confined to the spheres. Compensation charges do not enter $e$. Frozen core densities may be added to $n$ and $\tau$ in each part; they affect the point at which derivatives of $e$ are taken, but have no first-order change.

The perturbation is a static, real, cell-periodic local potential $\lambda w(\mathbf r)$. Atoms, partial waves, projectors and the overlap operator $S$ stay fixed. If atoms move, derivatives of all these objects must be added. The function $e$ is assumed twice differentiable at the densities that occur.

\section*{(a) First-order kinetic-energy density}

\textbf{Question.} Given first-order orbitals $\delta\tilde\psi_n$ and occupations $\delta f_n$, find $\delta\tau$ in each part of the functional. How is the gradient product of two partial waves resolved into angular moments?

\textbf{Solution.} In the plane-wave part, vary both factors of $|\nabla\tilde\psi_n|^2$ and the occupation:
\begin{align}
\delta\tilde\tau
&=\tfrac12\sum_n\delta f_n|\nabla\tilde\psi_n|^2
+\tfrac12\sum_n f_n\left(\nabla\delta\tilde\psi_n^*\cdot\nabla\tilde\psi_n+\nabla\tilde\psi_n^*\cdot\nabla\delta\tilde\psi_n\right)\nonumber\\
&=\tfrac12\sum_n\delta f_n|\nabla\tilde\psi_n|^2
+\mathrm{Re}\sum_n f_n\nabla\tilde\psi_n^*\cdot\nabla\delta\tilde\psi_n . \label{dtau}
\end{align}
The factor $\tfrac12$ disappears from the orbital term because its two pieces are complex conjugates.

Inside a sphere the orbital is $\sum_i\phi_ic_{in}$. With $\rho_{ij}=\sum_nf_nc_{in}^*c_{jn}$,
\begin{equation}
n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j,\qquad
\tau^1=\tfrac12\sum_{ij}\rho_{ij}\nabla\phi_i\cdot\nabla\phi_j .
\end{equation}
The projectors are fixed, so $\delta c_{in}=\langle p_i|\delta\tilde\psi_n\rangle$ and
\begin{align}
\delta\rho_{ij}&=\sum_n\left[\delta f_n\,c_{in}^*c_{jn}+f_n\left(\delta c_{in}^*c_{jn}+c_{in}^*\delta c_{jn}\right)\right],\\
\delta\tau^1&=\tfrac12\sum_{ij}\delta\rho_{ij}\nabla\phi_i\cdot\nabla\phi_j .
\end{align}
The same $\delta\rho_{ij}$ with $\tilde\phi_i$ gives $\delta\tilde\tau^1$. Replacing gradient products by $\phi_i\phi_j$ or $\nabla(\phi_i\phi_j)$, without the factor $\tfrac12$, gives $\delta n^1$ or $\delta\mathbf g^1$.

For the angular part write $\phi_i=R_i(r)Y_i(\hat{\mathbf r})$ with real harmonics, and let $\nabla_\Omega=r\nabla$ act on the angles. Radial and tangential gradients are orthogonal, hence
\begin{equation}
\nabla\phi_i\cdot\nabla\phi_j=R_i'R_j'Y_iY_j+\frac{R_iR_j}{r^2}\nabla_\Omega Y_i\cdot\nabla_\Omega Y_j .
\end{equation}
Use $\nabla_\Omega^2Y_i=-l_i(l_i+1)Y_i$ in the product rule:
\begin{equation}
2\nabla_\Omega Y_i\cdot\nabla_\Omega Y_j=\nabla_\Omega^2(Y_iY_j)+[l_i(l_i+1)+l_j(l_j+1)]Y_iY_j .
\end{equation}
Multiply by $Y_{LM}$ and integrate. The angular Laplacian can be moved onto $Y_{LM}$ since the unit sphere has no boundary, where it gives $-L(L+1)$:
\begin{equation}
\int Y_{LM}\nabla_\Omega Y_i\cdot\nabla_\Omega Y_j\,d\Omega
=\tfrac12[l_i(l_i+1)+l_j(l_j+1)-L(L+1)]\int Y_{LM}Y_iY_j\,d\Omega .
\end{equation}
For $L=0$ and $l_i=l_j=l$ the factor is $l(l+1)$, the usual centrifugal one.

\section*{(b) The unperturbed operator}

\textbf{Question.} What operator does the functional contribute to the equation for $\tilde\psi_n$, and are surface terms needed at the spheres?

\textbf{Solution.} Since $\partial\sigma/\partial\mathbf g=2\mathbf g$, the derivative of $e$ with respect to $\mathbf g$ is $\mathbf e_g=2e_\sigma\mathbf g$; subscripts on $e$ denote partial derivatives. A change $d\rho_{ij}$ gives $dE=\sum_{ij}D_{ij}\,d\rho_{ij}$ with
\begin{equation}
D_{ij}=\int\left[e_n\phi_i\phi_j+\mathbf e_g\cdot\nabla(\phi_i\phi_j)+\tfrac12e_\tau\nabla\phi_i\cdot\nabla\phi_j\right]d^3r . \label{D}
\end{equation}
This is $D^1_{ij}$. Smooth partial waves and smooth ingredients give $\tilde D^1_{ij}$. Because $\rho_{ij}$ contains $\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle$, differentiation with respect to $\tilde\psi_n^*$, divided by $f_n$, gives
\begin{equation}
\tilde H_{xc}=\tilde V+\sum_{a,ij}|p_i\rangle(D^1_{ij}-\tilde D^1_{ij})\langle p_j| . \label{H}
\end{equation}
Equation \eqref{D} is the derivative itself. No integration by parts has been made in a sphere, so no surface term is required.

In the periodic cell, integration by parts has no boundary contribution and gives
\begin{equation}
\tilde V\psi=(e_n-\nabla\cdot\mathbf e_g)\psi-\tfrac12\nabla\cdot(e_\tau\nabla\psi). \label{strong}
\end{equation}
The last term acts like a position-dependent inverse mass: together with $-\frac12\nabla^2$ it gives $-\frac12\nabla\cdot[(1+e_\tau)\nabla\psi]$. A region with $1+e_\tau<0$ would make the high-wavevector kinetic term negative there, and the plane-wave problem would lose its lower bound as the basis grows.

\section*{(c) The kernel}

\textbf{Question.} Find all blocks connecting $(\delta n,\delta\mathbf g,\delta\tau)$ with the first-order potentials, and the resulting plane-wave and one-centre operators.

\textbf{Solution.} With $\delta\sigma=2\mathbf g\cdot\delta\mathbf g$, the chain rule gives
\begin{align}
\delta e_n&=e_{nn}\delta n+2e_{n\sigma}\mathbf g\cdot\delta\mathbf g+e_{n\tau}\delta\tau,\\
\delta\mathbf e_g&=2e_\sigma\delta\mathbf g+2\mathbf g\left(e_{n\sigma}\delta n+2e_{\sigma\sigma}\mathbf g\cdot\delta\mathbf g+e_{\sigma\tau}\delta\tau\right),\\
\delta e_\tau&=e_{n\tau}\delta n+2e_{\sigma\tau}\mathbf g\cdot\delta\mathbf g+e_{\tau\tau}\delta\tau .
\end{align}
The first term of $\delta\mathbf e_g$ comes from varying the explicit vector in $2e_\sigma\mathbf g$. As a matrix,
\begin{equation}
\begin{pmatrix}\delta e_n\\ \delta\mathbf e_g\\ \delta e_\tau\end{pmatrix}=
\begin{pmatrix}
e_{nn}&2e_{n\sigma}\mathbf g^T&e_{n\tau}\\
2e_{n\sigma}\mathbf g&2e_\sigma\mathbf 1+4e_{\sigma\sigma}\mathbf g\mathbf g^T&2e_{\sigma\tau}\mathbf g\\
e_{n\tau}&2e_{\sigma\tau}\mathbf g^T&e_{\tau\tau}
\end{pmatrix}
\begin{pmatrix}\delta n\\ \delta\mathbf g\\ \delta\tau\end{pmatrix}. \label{K}
\end{equation}
This matrix $K$ is symmetric. Its gradient block has the value $2e_\sigma+4\sigma e_{\sigma\sigma}$ along $\mathbf g$ and $2e_\sigma$ across it.

The basis functions in \eqref{D} do not change, so
\begin{equation}
\delta D_{ij}=\int\left[\delta e_n\phi_i\phi_j+\delta\mathbf e_g\cdot\nabla(\phi_i\phi_j)+\tfrac12\delta e_\tau\nabla\phi_i\cdot\nabla\phi_j\right]d^3r .
\end{equation}
The one-centre correction is $\sum_{a,ij}|p_i\rangle(\delta D^1_{ij}-\delta\tilde D^1_{ij})\langle p_j|$. Each term uses $K$ at its own ingredients. Since $K$ is nonlinear in those ingredients, a kernel evaluated at $n^1-\tilde n^1$ would be a different quantity.

The plane-wave operator is \eqref{strong} with first-order fields. Between normalized waves $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ and $e^{i(\mathbf k+\mathbf G')\cdot\mathbf r}$, with $\mathbf Q=\mathbf G-\mathbf G'$ and Fourier coefficients defined as cell averages with $e^{-i\mathbf Q\cdot\mathbf r}$, it is
\begin{equation}
\delta\tilde V_{\mathbf G\mathbf G'}=\delta e_n(\mathbf Q)-i\mathbf Q\cdot\delta\mathbf e_g(\mathbf Q)+\tfrac12(\mathbf k+\mathbf G)\cdot(\mathbf k+\mathbf G')\delta e_\tau(\mathbf Q).
\end{equation}

Two limits show what the blocks do. In a uniform gas $\mathbf g=0$, so the $n$--$\mathbf g$ and $\mathbf g$--$\tau$ blocks vanish. For $\delta n=n_q\cos qx$ and $\delta\tau=\tau_q\cos qx$, the averages of $\cos^2qx$ and $\sin^2qx$ are both $\tfrac12$. The kernel quadratic form per volume is then
\begin{equation}
\tfrac12\left[(e_{nn}+2e_\sigma q^2)n_q^2+2e_{n\tau}n_q\tau_q+e_{\tau\tau}\tau_q^2\right].
\end{equation}
If $e_{n\tau}$ or $e_{\tau\tau}$ is nonzero, the density amplitude alone does not fix this expression. For the MS0 form of part (f) both vanish in the uniform gas at $\alpha=1$, where $h$ has a triple zero.

For one real orbital at fixed occupation, $n=f\psi^2$ and $\mathbf g=2f\psi\nabla\psi$, hence $\tau=\tau_W=\sigma/(8n)$. One could then use $\bar e(n,\mathbf g)=e(n,\sigma,\tau_W)$. Let $y=(n,\mathbf g)$ and let $J$ be the derivative of $(n,\mathbf g,\tau_W)$ with respect to $y$. The chain rule yields
\begin{equation}
\partial_y^2\bar e=J^TKJ+e_\tau\partial_y^2\tau_W .
\end{equation}
The last term is not a missing block of $K$. Along $\psi+t\eta$, $d^2\tau/dt^2=f|\nabla\eta|^2$, so the orbital formulation contains $e_\tau f|\nabla\eta|^2$ through the unperturbed operator of part (b). Expressing the same $d^2\tau_W/dt^2$ through $y(t)$ produces the extra curvature term and a term in $d^2y/dt^2$.

\section*{(d) First-order orbitals and occupations}

\textbf{Question.} Close the equations for a smeared system with $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$ and $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$.

\textbf{Solution.} Linearization at fixed $S$ gives the Sternheimer equation
\begin{equation}
(\tilde H-\varepsilon_nS)\delta\tilde\psi_n=-(\delta\tilde H-\delta\varepsilon_nS)\tilde\psi_n . \label{st}
\end{equation}
Projection on $\tilde\psi_n$ removes the left side and gives $\delta\varepsilon_n=\delta H_{nn}$, where $\delta H_{mn}=\langle\tilde\psi_m|\delta\tilde H|\tilde\psi_n\rangle$. Normalization requires the real part of $\langle\tilde\psi_n|S|\delta\tilde\psi_n\rangle$ to vanish; choose the phase so that the imaginary part vanishes too. For nondegenerate levels, projection on $\tilde\psi_m$ then gives
\begin{equation}
\delta\tilde\psi_n=\sum_{m\ne n}\tilde\psi_m\frac{\delta H_{mn}}{\varepsilon_n-\varepsilon_m}.
\end{equation}

For Fermi smearing of width $\Theta$, $f_n=2/[1+e^{(\varepsilon_n-\mu)/\Theta}]$. Its energy derivative and the condition $\sum_n\delta f_n=0$ yield
\begin{equation}
f_n'=-\frac{f_n(1-f_n/2)}{\Theta},\quad
\delta f_n=f_n'(\delta\varepsilon_n-\delta\mu),\quad
\delta\mu=\frac{\sum_nf_n'\delta\varepsilon_n}{\sum_nf_n'} . \label{df}
\end{equation}

In $\tilde\Gamma=\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|$, the first-order coefficient of $|\tilde\psi_m\rangle\langle\tilde\psi_n|$ for $m\ne n$ gets one term from $\delta\tilde\psi_n$ and one from $\delta\tilde\psi_m^*$:
\begin{equation}
\delta\Gamma_{mn}=\frac{f_n\delta H_{mn}}{\varepsilon_n-\varepsilon_m}+\frac{f_m\delta H_{mn}}{\varepsilon_m-\varepsilon_n}
=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}\delta H_{mn}. \label{gam}
\end{equation}
At a degeneracy the quotient tends to $f'$. The density-matrix form therefore stays finite at nonzero $\Theta$ even where an individual orbital change does not.

The perturbation and the self-consistent field are
\begin{align}
\tilde W&=w+\sum_{a,ij}|p_i\rangle\left(\langle\phi_i|w|\phi_j\rangle-\langle\tilde\phi_i|w|\tilde\phi_j\rangle\right)\langle p_j|,\\
\delta\tilde H&=\tilde W+\mathcal K[\delta\tilde\Gamma].
\end{align}
Here $\mathcal K$ denotes the complete operator of part (c). One iterates from $\delta\tilde H$ to $\delta\tilde\psi_n$ and $\delta f_n$, then to the first-order ingredients and back. A Hartree interaction adds its density response, including compensation charges, to $\mathcal K$; it has no $\tau$ block.

\section*{(e) Free-energy curvature and reciprocity}

\textbf{Question.} Which observable measures the response, and how does the kernel enter it?

\textbf{Solution.} At fixed electron number the free energy $F$, including the smearing entropy, is stationary with respect to orbitals and occupations. Only its explicit $\lambda$ dependence contributes to the first derivative:
\begin{equation}
\frac{dF}{d\lambda}=\mathrm{Tr}(\tilde\Gamma\tilde W),\qquad
C\equiv\frac{d^2F}{d\lambda^2}=\mathrm{Tr}(\delta\tilde\Gamma\,\tilde W), \label{C}
\end{equation}
where $\delta$ now means a derivative with respect to $\lambda$. Substituting $\tilde W=\delta\tilde H-\mathcal K[\delta\tilde\Gamma]$ gives
\begin{equation}
C=\mathrm{Tr}(\delta\tilde\Gamma\,\delta\tilde H)-Q,\qquad
Q=\sum_{\rm parts}s\int\delta x^TK\,\delta x\,d^3r, \label{Q}
\end{equation}
with $\delta x=(\delta n,\delta\mathbf g,\delta\tau)$ and $s=+1,+1,-1$ for the plane-wave, true one-centre and smooth one-centre parts.

For two perturbations $A$ and $B$, let $\delta H^A$ and $\delta H^B$ be the self-consistent fields. Equations \eqref{df} and \eqref{gam} make $\mathrm{Tr}(\delta\tilde\Gamma^A\delta H^B)$ symmetric: the off-diagonal weights are symmetric, and the diagonal part is
\begin{equation}
\sum_nf_n'\delta\varepsilon_n^A\delta\varepsilon_n^B-\frac{(\sum_nf_n'\delta\varepsilon_n^A)(\sum_nf_n'\delta\varepsilon_n^B)}{\sum_nf_n'} .
\end{equation}
The kernel term is symmetric because $K$ is. Their difference gives $\mathrm{Tr}(\delta\tilde\Gamma^A\tilde W^B)=\mathrm{Tr}(\delta\tilde\Gamma^B\tilde W^A)$. Dropping the $\tau$ row of $K$ while keeping its column would remove the symmetry used here.

\section*{(f) A layered model crystal}

\textbf{Question.} Six electrons per cell occupy states uniform in the transverse plane and periodic in the cell, so that only $\mathbf k=0$ is sampled. The cell has length $L=8$ bohr and cross-section $8$ bohr$^2$, and the potential is $v=-4\exp[-x^2/(2\times0.4^2)]$ Ha. With $\Theta=0.2$ Ha and $w=\cos(2\pi x/L-0.7)$, find $C$ and the role of each block. Use MS0 exchange without correlation or Hartree interaction.

\textbf{Solution.} The MS0 energy density is
\begin{align}
e&=-\tfrac34(3/\pi)^{1/3}n^{4/3}[F_1+h(\alpha)(F_0-F_1)],\quad h=\frac{(1-\alpha^2)^3}{1+\alpha^3+\alpha^6},\\
F_1&=1+\kappa-\frac{\kappa}{1+\nu p/\kappa},\qquad F_0=1+\kappa-\frac{\kappa}{1+(\nu p+c)/\kappa}.
\end{align}
Here $p=\sigma/[4(3\pi^2)^{2/3}n^{8/3}]$, $\alpha=(\tau-\tau_W)/[\frac3{10}(3\pi^2)^{2/3}n^{5/3}]$, $\nu=10/81$, $\kappa=0.29$ and $c=0.28771$.

The augmentation regions are slabs, $|x|<1.5$ bohr. Four even and four odd partial waves solve the bare well at reference energies $-2$, $0.5$, $3$ and $7$ Ha. Their smooth partners are five-term polynomials matched in value and four derivatives. With $u=1-(x/1.5)^2$, the smooth local potential is $v(1-u^3)$ inside the slab. The smooth waves are orthonormalized with weight $u^2$, and multiplication by $u^2$ then makes the projectors. The basis has 21 plane waves.

The lowest five self-consistent levels are $-2.735$, $-0.383$, $-0.314$, $0.507$ and $0.541$ Ha, with occupations $2.000$, $1.827$, $1.764$, $0.220$ and $0.189$. For the second level, \eqref{df} gives
\begin{equation}
f_2'=-\frac{1.827(1-0.9135)}{0.2}\simeq-0.79\ \mathrm{Ha}^{-1},
\end{equation}
so occupation changes matter at this smearing.

Iterating the linear equations gives $C=-3.0839$ Ha$^{-1}$, or $-0.1133$ eV$^{-1}$. A separate route solves the nonlinear ground state at $\lambda=0,\pm h,\pm2h$, with $h=0.01$ Ha, and uses
\begin{equation}
C\simeq\frac{-F(2h)+16F(h)-30F(0)+16F(-h)-F(-2h)}{12h^2}.
\end{equation}
It also gives $-3.0839$ Ha$^{-1}$. The same differences in an all-electron calculation with 49 plane waves and the unsmoothed well give $-3.0815$ Ha$^{-1}$. The two values differ by $0.0024/3.0815\simeq0.08\%$. This compares the two calculations at the stated basis sizes; it is not a converged estimate of the PAW error. The all-electron value moves to $-3.0831$ with 73 plane waves, the PAW value moves to $-3.0814$ with 41, and other choices of reference energies give about $-3.090$ Ha$^{-1}$ at 21 plane waves.

Integrating $\delta\tau$ gives the kinetic response $dT/d\lambda$, which is dimensionless:
\begin{center}
\begin{tabular}{lrrr}
part & orbital & occupation & sum\\
plane-wave & $-0.631$ & $-0.132$ & $-0.763$\\
one-centre, true & $-1.250$ & $-0.113$ & $-1.362$\\
one-centre, smooth & $-0.952$ & $-0.099$ & $-1.051$\\
PAW total & $-0.929$ & $-0.146$ & $-1.074$
\end{tabular}
\end{center}
The total is $-0.763-1.362+1.051=-1.074$. The all-electron finite-field value is $-1.089$, so the PAW magnitude is about $1.3\%$ smaller. For this set of partial waves the close agreement of $C$ does not carry over at the same level to $\tau$. The size and sign of the difference depend on the set: the three reference energies $-2$, $0.5$ and $3$ Ha give $-1.095$, and the all-electron value moves to $-1.090$ with 73 plane waves.

The contributions to $Q$, in Ha$^{-1}$ and with each off-diagonal pair counted together, are:
\begin{center}
\begin{tabular}{lrrrr}
block & plane-wave & true & smooth & total\\
$n$--$n$ & $-0.589$ & $-0.285$ & $-0.291$ & $-0.583$\\
$n$--$g$ & $-0.031$ & $-0.028$ & $-0.026$ & $-0.033$\\
$g$--$g$ & $-0.140$ & $-0.041$ & $-0.037$ & $-0.144$\\
$n$--$\tau$ & $-0.428$ & $-0.041$ & $-0.168$ & $-0.301$\\
$g$--$\tau$ & $0.017$ & $-0.041$ & $0.019$ & $-0.043$\\
$\tau$--$\tau$ & $0.228$ & $-0.105$ & $0.113$ & $0.011$
\end{tabular}
\end{center}
Their sum is $Q=-1.093$. Equation \eqref{Q} therefore gives $\mathrm{Tr}(\delta\tilde\Gamma\delta\tilde H)=-3.084-1.093=-4.177$ Ha$^{-1}$.

The $\tau$--$\tau$ row nearly cancels: $0.228-0.105-0.113\simeq0.011$ before rounding of the entries. The block totals depend on the choice of partial waves and on the plane-wave cutoff, by up to about $0.07$ Ha$^{-1}$ for $n$--$\tau$ and $0.04$ Ha$^{-1}$ for $n$--$n$. The sign of this small remainder is not resolved; in the all-electron calculation the $\tau$--$\tau$ block is about $-0.03$ Ha$^{-1}$. Since $(\delta\tau)^2\ge0$, the opposite one-centre signs show that $e_{\tau\tau}$ has different signs in regions that dominate the two integrals. This is a direct reason to evaluate the true and smooth kernels separately.

Solving the response again after an omission gives $C=-2.816$ without the three $\tau$ couplings, $-3.321$ without the one-centre kernel, $-2.748$ without $\delta f_n$, and $-2.305$ without any kernel, all in Ha$^{-1}$. The ground state is unchanged in these calculations. The magnitude $|C|$ changes by $-8.7\%$, $+7.7\%$, $-10.9\%$ and $-25.3\%$ of its full value, respectively. The first, third and fourth values move by about $0.03$ Ha$^{-1}$ or less when the cutoff or the partial waves are changed. The one-centre value is a property of the PAW setup: it becomes $-3.516$ ($+14\%$) with 41 plane waves and $-2.935$ ($-5\%$) with the three reference energies $-2$, $0.5$ and $3$ Ha.

The one-centre kernel contributes $-0.542+0.390=-0.152$ Ha$^{-1}$ to $Q$. That number belongs to the full response. If one part of the kernel is multiplied by $s$, a small change $ds$ acts as an extra perturbation $ds\,\mathcal K_{\rm part}[\delta\tilde\Gamma]$, and reciprocity gives $dC/ds=Q_{\rm part}$ at $s=1$. Subtracting $Q_{\rm part}$ from $C$ is therefore a first-order estimate of an omission. For the three $\tau$ couplings it gives $-3.084+0.333=-2.751$ Ha$^{-1}$, near the recalculated $-2.816$. For the one-centre kernel it gives $-3.084+0.152=-2.932$ Ha$^{-1}$, whereas the recalculated value is $-3.321$: even the direction of the change is wrong. For this set of partial waves $C(s)$ has a pole near $s=1.45$, so the expansion about $s=1$ does not converge at $s=0$ and the response has to be solved again. With other partial waves the omission can lower $|C|$, in the direction of the estimate. The percentages describe this model and perturbation; another density samples other values of the six second derivatives and of $e_\sigma$.
